# Coulomb functions from a divergent series: optimal truncation, Levin and Padé

## 1. What the units and symmetries fix

In Hartree atomic units, an electron of energy \(E>0\) in the field of a fixed charge \(Z\) has the radial equation

\[
\frac{d^2u}{dr^2}+\left[2E+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]u=0 .
\]

The length scale is \(1/k\), with \(k=\sqrt{2E}\). Setting \(\rho=kr\), \(\eta=-Z/k\) and dividing by \(k^2\) gives

\[
u''+\left[1-\frac{2\eta}{\rho}-\frac{l(l+1)}{\rho^2}\right]u=0. \tag{1}
\]

The answer can therefore depend on \(\rho,\eta,l\) alone; attraction means \(\eta<0\). The coefficients are real, so the conjugate of a solution is a solution, and one complex function \(H=G+iF\) supplies both real ones. At large \(\rho\) a wave \(e^{i\theta}\) needs \(\theta'^2\simeq1-2\eta/\rho\), hence \(\theta'\simeq1-\eta/\rho\). This fixes the form

\[
H=e^{i\theta}f,\qquad
\theta=\rho-\eta\ln2\rho-\frac{l\pi}{2}+\arg\Gamma(l+1+i\eta),\qquad f\to1 .
\]

The constants in \(\theta\) are those for which \(F=\operatorname{Im}H\) is regular at the origin, as shown next. Throughout, \(\eta\) is real, \(l=0,1,2,\ldots\), and

\[
a=l+1+i\eta,\qquad b=-l+i\eta,\qquad z=\frac1{2i\rho}.
\]

## 2. An exact integral and its series

Take

\[
f=\frac1{\Gamma(a)}\int_0^\infty e^{-t}t^{a-1}(1-zt)^{-b}\,dt,
\qquad 1-zt=1+\frac{it}{2\rho}. \tag{2}
\]

To verify that this is the required function, put \(t=2i\rho y\), with \(y\) running from 0 to \(-i\infty\). The powers of \(2\rho\) and \(i\) combine with \(e^{i\theta}\) to give

\[
H=iC\int_0^{-i\infty}K\,dy,\quad
K=e^{i\rho(1-2y)}y^{l+i\eta}(1-y)^{l-i\eta},\quad
C=\frac{(2\rho)^{l+1}e^{-\pi\eta/2}}{|\Gamma(a)|}.
\]

Writing \(u=\rho^{l+1}g\) in (1) gives \(\rho g''+(2l+2)g'+(\rho-2\eta)g=0\). For \(g=\int K\,dy\), the left side has the integrand

\[
\left[4\rho y(1-y)+2i(l+1)(1-2y)-2\eta\right]K
=2i\frac{d}{dy}\left[y(1-y)K\right],
\]

because \(1-(1-2y)^2=4y(1-y)\). The bracket on the right vanishes at both ends of the path, so (1) holds.

Conjugating \(H\) and then replacing \(y\) by \(1-y\) gives \(H^*=iC\int_1^{1-i\infty}K\,dy\). The integrand is analytic and decays in the strip below the segment from 0 to 1. Cauchy's theorem therefore yields

\[
F=\frac{H-H^*}{2i}=\frac C2\int_0^1K\,dy .
\]

This is proportional to \(\rho^{l+1}\) near the origin, with a positive coefficient, since the integral tends to \(|\Gamma(a)|^2/(2l+1)!\). Together with \(f\to1\), this identifies \(F\) and \(G\), with asymptotic forms \(\sin\theta\) and \(\cos\theta\).

Now expand \((1-zt)^{-b}=\sum_k(b)_k(zt)^k/k!\), where \((b)_k=\Gamma(b+k)/\Gamma(b)\), and integrate term by term:

\[
f\sim\sum_{k=0}^{\infty}t_k,\quad
t_k=\frac{(a)_k(b)_k}{k!}z^k,\quad
\frac{t_{k+1}}{t_k}=\frac{(k+a)(k+b)}{2i\rho(k+1)}. \tag{3}
\]

This is the \({}_2F_0(a,b;;z)\) series. For \(\eta\ne0\) the ratio grows like \(k/(2\rho)\), and the series diverges. The binomial expansion diverges for \(t>2\rho\), whereas the integral extends to infinity. The obstructing singularity, \(t=2i\rho\), lies off the path, so (2) itself is well defined.

For \(\eta=0\), \(b=-l\) and every term with \(k>l\) vanishes. The sum is then finite and needs no acceleration.

## 3. The exact remainder

Let \(S_N=\sum_{k=0}^{N-1}t_k\) contain \(N\) terms, and let \(R_N=f-S_N\). Suppose first that \(0<\operatorname{Re}b<1\). The beta integral gives

\[
(1-x)^{-b}=\frac1{\Gamma(b)\Gamma(1-b)}
\int_0^1\frac{u^{b-1}(1-u)^{-b}}{1-xu}\,du ,
\]

first for \(|x|<1\), by expanding the denominator, and then off the cut \(x\ge1\) by continuation. Insert

\[
\frac1{1-xu}=\sum_{k=0}^{N-1}(xu)^k+\frac{(xu)^N}{1-xu}.
\]

The sum reproduces the first \(N\) binomial terms. The last part converges for \(-N<\operatorname{Re}b<1\), so it remains the remainder there by analytic continuation in \(b\). Our \(\operatorname{Re}b=-l\) is allowed when \(N>l\). Thus

\[
R_N=\frac{z^N}{\Gamma(a)\Gamma(b)\Gamma(1-b)}
\int_0^\infty\!dt\,e^{-t}t^{N+a-1}
\int_0^1\!du\,\frac{u^{N+b-1}(1-u)^{-b}}{1-ztu}. \tag{4}
\]

Since \(|1-ztu|=|1+itu/2\rho|\ge1\), taking moduli gives a bound without a large-\(\rho\) assumption:

\[
|R_N|\le\frac{l!\,\Gamma(N+l+1)\Gamma(N-l)}
{(2\rho)^N N!\,|\Gamma(a)\Gamma(b)\Gamma(1-b)|},\qquad N>l. \tag{5}
\]

The tests compared (4) with a directly computed remainder and checked (5) for three parameter sets.

## 4. Where the terms stop decreasing

From (3), the ratio of term \(n\) to its predecessor satisfies

\[
2i\rho\frac{t_n}{t_{n-1}}
=n-1-\frac{l(l+1)+\eta^2}{n}+i\eta\left(2-\frac1n\right).
\]

For large \(n\), the modulus is the real part plus the squared imaginary part divided by twice the real part. The latter contributes \(2\eta^2/n+O(n^{-3})\). With \(D=\eta^2-l(l+1)\),

\[
2\rho\left|\frac{t_n}{t_{n-1}}\right|=n-1+\frac Dn+O(n^{-3}). \tag{6}
\]

The terms decrease while the ratio is below one. Setting it equal to one gives

\[
n_*=2\rho+1-\frac{D}{2\rho}+O(\rho^{-2}). \tag{7}
\]

The smallest term has the integer index just below the crossing. This result assumes fixed \(\eta,l\) and large \(\rho\); in practice \(\eta^2\) and \(l(l+1)\) should be small compared with \(2\rho\). Otherwise the actual term ratios should be monitored.

## 5. The attainable error

**Size of the term.** Since \(|\Gamma(a)|=|\Gamma(1-b)|\), reflection gives

\[
|\Gamma(a)\Gamma(b)|=\frac{\pi}{|\sin\pi b|}
=\frac{\pi}{\sinh\pi|\eta|}. \tag{8}
\]

This is independent of \(l\). Define \(M_n=|\Gamma(n+a)\Gamma(n+b)|/[n!\,\Gamma(n)]\). It tends to one, because the gamma-function ratios tend to \(n^{a+b-1}=n^{2i\eta}\). By (6), \(M_n/M_{n-1}=1+D/n^2+O(n^{-3})\). Multiplying these factors from \(n+1\) to infinity gives \(1/M_n=1+D/n+O(n^{-2})\), so \(M_n=1-D/n+O(n^{-2})\).

Let \(X=2\rho\) be an integer. Stirling's formula, \(\Gamma(X)X^{-X}=\sqrt{2\pi/X}\,e^{-X}[1+1/(12X)+\ldots]\), now gives

\[
|t_X|=\frac{\sinh(\pi|\eta|)e^{-2\rho}}{\sqrt{\pi\rho}}
\left[1+\frac{1/12-D}{2\rho}+O(\rho^{-2})\right]. \tag{9}
\]

**From term to remainder.** Equation (4) says that \(R_N/t_N\) is the average of \(g(x)=1/(1+ix)\), where \(x=tu/2\rho\), over a normalized complex weight. Its moments are coefficient ratios. With \(c_k=(a)_k(b)_k/k!\) and \(N=X\),

\[
\langle x\rangle=\frac{c_{N+1}}{Nc_N}
=1+\frac{2i\eta}{N}+O(N^{-2}),
\]

\[
\langle x^2\rangle=\frac{c_{N+2}}{N^2c_N}
=1+\frac{1+4i\eta}{N}+O(N^{-2}).
\]

Subtracting gives \(\langle(x-1)^2\rangle=1/N+O(N^{-2})\). The same ratios make the third central moment \(O(N^{-2})\). The fourth moment about \(x=1\), taken with the absolute weight, is also \(O(N^{-2})\), because \(t\) has width \(\sqrt N\) and \(1-u\) has width \(1/N\). A Taylor expansion about \(x=1\) is therefore justified. Its coefficients are \(g(1)=1/(1+i)\), \(g'(1)=-1/2\) and \(g''(1)=(1+i)/2\), so

\[
\frac{R_N}{t_N}=\frac1{1+i}-\frac{i\eta}{N}+\frac{1+i}{4N}+O(N^{-2}),
\]

\[
(1+i)\frac{R_N}{t_N}=1+\frac{\eta-i\eta+i/2}{N}+O(N^{-2}). \tag{10}
\]

The modulus of the last expression is \(1+\eta/N+O(N^{-2})\). Multiplication by (9) yields

\[
|R_{2\rho}|=
\frac{\sinh(\pi|\eta|)e^{-2\rho}}{\sqrt{2\pi\rho}}
\left[1+\frac{\eta-\eta^2+l(l+1)+1/12}{2\rho}
+O(\rho^{-2})\right]. \tag{11}
\]

This is the absolute error of the complex value \(H\), since \(|e^{i\theta}|=1\). It bounds the errors of \(G\) and \(F\) separately, but where either one is much smaller than \(|H|\), near a zero or inside a barrier, its relative error can be large.

**Can another truncation do much better?** Keep \(N=2\rho+d\) terms, with \(d\) fixed. The term modulus changes by the factor \(1+d(d-1)/(4\rho)\), from the product of successive ratios. The modulus of \(g\) changes by the factor \(1-d/(4\rho)\). Together they give

\[
\frac{|R_{2\rho+d}|}{|R_{2\rho}|}
=1+\frac{d(d-2)}{4\rho}+O(\rho^{-2}).
\]

The minimum is at \(d=1\), with a gain of only \(1/(4\rho)\) in relative size. For noninteger \(2\rho\), a neighbouring integer gives the same leading error.

The exponential has a direct meaning. In the variable \(y\), the points \(y=0\) and \(y=1\) carry the phases \(e^{i\rho}\) and \(e^{-i\rho}\) of the outgoing and incoming waves. They are separated by \(|t|=2\rho\), which sets the radius of the binomial expansion. Where the path in (2) leaves that radius, at \(t=2\rho\), the weight \(e^{-t}\) has fallen to \(e^{-2\rho}\). As \(\eta\to0\), the error vanishes in proportion to \(|\eta|\), in agreement with termination. At large \(|\eta|\), the factor \(\sinh\pi|\eta|\) delays the useful regime.

## 6. Using the same terms better

Equation (10) offers a cheap first correction: add \(t_N/(1+i)\) to \(S_N\) at \(N=2\rho\). The error left behind is smaller than \(|R_N|\) by a factor of order \(1/\rho\).

**Levin transform.** At fixed \(\rho\) and large \(N\), put \(s=tu\) in the average and use

\[
\frac1{1-zs}=-\sum_{m=1}^{M}(zs)^{-m}+\frac{(zs)^{-M}}{1-zs}.
\]

The averages \(\langle s^{-m}\rangle=c_{N-m}/c_N\) are rational functions of \(N\) that start at \(N^{-m}\). Hence \(R_N/t_N\) has an expansion in inverse powers of \(N\), beginning with \(-1/(zN)=-2i\rho/N\). This motivates the finite model

\[
f-S_j=t_j\sum_{m=0}^{n-1}\frac{d_m}{(j+1)^m},\qquad j=0,\ldots,n.
\]

Multiplication by \((j+1)^{n-1}/t_j\) turns the right side into a polynomial in \(j\) of degree at most \(n-1\). Its \(n\)th difference is zero, which eliminates all the unknown \(d_m\):

\[
f\approx L_n=\frac{\sum_{j=0}^nw_jS_j}{\sum_{j=0}^nw_j},\qquad
w_j=(-1)^j\binom nj\frac{(j+1)^{n-1}}{t_j}. \tag{12}
\]

This uses \(n+1\) terms, \(t_0\) to \(t_n\). The model is applied at small \(j\) too, where the inverse-power expansion has not been justified, so (12) carries no error bound here.

**Padé transform.** Attach \(\lambda^k\) to \(t_k\) and seek polynomials \(P,Q\) of degree \(m\), with \(Q(0)=1\), such that \(Q\sum t_k\lambda^k-P=O(\lambda^{2m+1})\). The denominator coefficients follow from

\[
\sum_{j=0}^{m}q_jt_{m+i-j}=0,\quad i=1,\ldots,m,\quad q_0=1,
\]

and the numerator coefficients from \(p_i=\sum_{j=0}^iq_jt_{i-j}\). The estimate is \(P(1)/Q(1)\), from \(2m+1\) terms. Wynn's recursion,

\[
\epsilon_{r+1}^{(j)}=\epsilon_{r-1}^{(j+1)}
+\frac1{\epsilon_r^{(j+1)}-\epsilon_r^{(j)}},
\]

with \(\epsilon_{-1}^{(j)}=0\) and \(\epsilon_0^{(j)}=S_{j+1}\), supplies this value as \(\epsilon_{2m}^{(0)}\). That established identity is used here without proof; a test confirmed it against the linear equations for nine terms.

## 7. A hydrogen continuum state

Take \(E=0.5\) hartree, \(Z=1\), \(l=1\) and \(r=8\) bohr. Then \(k=1\) bohr\(^{-1}\), \(\eta=-1\) and \(\rho=8\). The recurrence gives

\[
t_1=\frac{(2-i)(-1-i)}{16i}=\frac{-3-i}{16i}=-0.0625+0.1875i,
\]

and next \(t_2=-0.01953125i\). A three-term Levin sum can be followed by hand. Here \(n=2\), with

\[
w_0=1,\quad w_1=-\frac4{t_1}=6.4+19.2i,\quad
w_2=\frac3{t_2}=153.6i.
\]

The partial sums are \(S_0=0\), \(S_1=1\), \(S_2=0.9375+0.1875i\). Therefore

\[
L_2=\frac{-22.4+163.2i}{7.4+172.8i}=0.93717+0.16976i .
\]

With \(\theta=8.71803\), multiplication by \(e^{i\theta}\) gives \(G\approx-0.8229\), \(F\approx0.4795\). The reference integral gives \(G=-0.822614084430\), \(F=0.479011792632\). The error in \(H\) is \(5.6\times10^{-4}\), against \(2.1\times10^{-3}\) for the plain three-term sum.

For direct summation, \(D=1-2=-1\), so (7) predicts a crossing at \(17+1/16=17.0625\); the actual crossing is 17.0577. The smallest term is number 17, of modulus \(2.76\times10^{-7}\). For sixteen retained terms the leading error estimate is \(1.833\times10^{-7}\). Its correction factor is \(1+(1/12)/16=1.0052\), giving \(1.843\times10^{-7}\); the measured error is \(1.855\times10^{-7}\). Seventeen terms are best, with \(1.799\times10^{-7}\), a gain of 3.0% where \(1/(4\rho)\) predicts 3.1%.

Adding \(t_{16}/(1+i)\) leaves \(2.01\times10^{-8}\). Equation (10) predicts the fraction \(|-1+1.5i|/16=0.113\) of the original error, or \(2.09\times10^{-8}\).

The transforms continue to improve after direct summation has turned upward. These errors in \(H\) were computed with 60-digit arithmetic:

| Terms | Direct | Levin | Padé |
|---|---|---|---|
| 9 | 1.9e−6 | 7.3e−10 | 1.7e−8 |
| 17 | 1.8e−7 | 1.9e−15 | 7.3e−13 |
| 25 | 9.9e−7 | 4.2e−20 | 3.5e−16 |
| 41 | 4.8e−2 | 4.1e−28 | 2.3e−21 |

In this example Levin is the more accurate transform at every listed order. That is a measured result, not a general ranking or a convergence proof.

The small correction in (11) is special to these parameters. For \(l=0\), \(\eta=-1\), its coefficient is \(-23/12\). The predicted ratios to the leading error are 0.9521 at \(\rho=20\) and 0.9760 at \(\rho=40\); the measured ratios are 0.9538 and 0.9765. The discrepancy falls about fourfold when \(\rho\) doubles, as an \(O(\rho^{-2})\) remainder should.

## 8. Rounding, range and stopping

Errors in the partial sums of size at most \(\delta\) change \(L_n\) by at most \(\kappa\delta\) when the weights are held fixed, where

\[
\kappa=\frac{\sum_j|w_j|}{|\sum_jw_j|}.
\]

In the example \(\kappa\) rises from 1.8 at 9 terms to 13 at 21 and 25 at 25. In double precision the error stalls near \(10^{-15}\) at 21 and 25 terms (\(3.6\times10^{-16}\) and \(1.2\times10^{-15}\) in the listed run; these digits change with the order of operations), although the high-precision error still falls. Rounding has taken over, and more terms then need more digits.

The transforms can remain useful where direct summation fails. For \(l=1\), \(\eta=-1\), \(\rho=1\), the best direct error is 0.58, so the plain series is useless. Twenty-one terms give \(9.2\times10^{-9}\) with Levin and \(3.5\times10^{-5}\) with Padé. At \(\rho=16\), direct summation already reaches \(1.4\times10^{-14}\).

A practical calculation proceeds as follows.

1. If \(\eta=0\), sum the \(l+1\) nonzero terms. The warning about \(F\) in step 4 applies here too: for \(l=15\), \(\rho=3\), the finite sum in double precision leaves \(F\approx2\times10^{-10}\) without a correct digit.
2. Otherwise generate \(t_k\) by (3) up to an index near \(2\rho\). When \(\eta^2\) and \(l(l+1)\) are small compared with \(2\rho\), the modulus of the last term estimates the direct error, which by (10) is smaller by a factor that tends to \(\sqrt2\) at large \(\rho\); formula (11) then gives the estimate in advance. If this is sufficient, sum the terms before the last one and stop. Outside that range the error can far exceed the last term, and the bracket in (11) can even be negative, so go on to step 3.
3. In all other cases, form (12) at successive orders and monitor both their differences and \(\kappa\).
4. Accept the value when the differences meet the tolerance and \(\kappa\delta\) lies below it, with \(\delta\) estimated as the relative working precision times the largest \(|S_j|\). This choice is cautious. At small \(\rho\), where the late partial sums are huge but carry small weights, it greatly overstates the loss: for \(l=1\), \(\eta=-1\), \(\rho=1\) and 21 terms it gives \(\kappa\delta\approx4\times10^{-5}\), while the double-precision error is \(9.2\times10^{-9}\). With a separate error \(\delta_j\) for each \(S_j\), the fixed-weight bound sharpens to \(\sum_j|w_j|\delta_j/|\sum_jw_j|\). Multiply by \(e^{i\theta}\) and take the real and imaginary parts. Inside a centrifugal or repulsive barrier, where \(|F|\ll|G|\), this can leave \(F\) without correct digits; compute it separately there, for example from its power series about \(\rho=0\).

The difference between neighbouring orders is an estimate, not a bound. Agreement with the Padé value is a useful second check, though both transforms use the same terms and share any error in them. Disagreement alone does not condemn the Levin value, because the Padé value can converge more slowly, as at \(\rho=1\) above. If \(\kappa\delta\) exceeds the tolerance before the differences settle, use more digits, or evaluate (2) by quadrature if \(|\eta|\) is moderate; at large \(|\eta|\) the quadrature can also lose digits to cancellation. The supporting values are listed in the numerical output.

## Computed results

```
Energy (hartree), charge (e): 0.5 1.0
k (1/bohr), r (bohr): 1.0 8.0
l, eta, rho (dimensionless): 1 -1.0 8.0
theta (rad): 8.71803455251
term 1, real and imaginary: -0.0625, 0.1875
term 2, real and imaginary: 0.0, -0.01953125
term 3, real and imaginary: -0.001220703125, 0.002034505208
term-ratio crossing, root and estimate: 17.0577 17.0625
smallest term, index and modulus: 17 2.763e-07
smallest-term estimate: 2.592e-07
error with 2rho terms: 16 1.855e-07
error estimate, leading and corrected: 1.833e-07 1.843e-07
best direct sum, terms and error: 17 1.799e-07
error after adding t_N/(1+i): 2.008e-08
G, F reference: -0.822614084430099, 0.4790117926321494
G, F 16-term sum: -0.8226141409815571, 0.4790119692504065
G, F 17-term Levin: -0.8226140844301004, 0.4790117926321507
G, F 17-term Pade: -0.8226140844305816, 0.4790117926326924
Errors in G+iF: terms, direct, Levin, Pade
3 2.111e-03 5.566e-04 1.397e-03
5 8.769e-05 2.932e-06 1.729e-05
9 1.918e-06 7.295e-10 1.679e-08
13 3.053e-07 7.890e-13 7.163e-11
17 1.799e-07 1.872e-15 7.264e-13
21 2.835e-07 7.366e-18 1.304e-14
25 9.856e-07 4.155e-20 3.521e-16
33 7.918e-05 2.855e-24 6.068e-19
41 4.772e-02 4.087e-28 2.333e-21
Double precision Levin: terms, error, cancellation factor
9 7.295e-10 1.815e+00
13 7.888e-13 3.401e+00
17 1.769e-15 6.623e+00
21 3.600e-16 1.299e+01
25 1.249e-15 2.537e+01
l=1, eta=-1: rho, best direct, 21-term Levin, 21-term Pade
1 5.777e-01 9.196e-09 3.478e-05
2 5.726e-02 4.296e-11 1.617e-07
4 7.509e-04 4.621e-14 1.315e-10
8 1.799e-07 7.366e-18 1.304e-14
16 1.443e-14 1.339e-22 1.496e-19
l=0, eta=-1: rho, error/leading estimate, predicted ratio
20 0.95376 0.95208
40 0.97646 0.97604
```
